# How SCF convergence error reaches energies, forces, dipoles and MP2: verification in Python

```python
"""
Result under test: if an SCF is stopped with a small occupied-virtual mixing T,
  energy error       dE = T.H.T/2              (quadratic),
  property error     dP = g.T                  (linear),
  conversion         |dP| <= sqrt(2 chi dE),   chi = g.H^-1.g,
for P = nuclear force, dipole, MP2 correlation energy. H is the orbital Hessian.
chi is the polarizability for a dipole component and the orbital-relaxation part
of the force constant for a force component. Full CI is a counterexample to the
linear law for correlation energies.
Model: RHF water, distorted geometry. Atomic units unless a label says otherwise.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, fci

R1, R2, ANGLE = 1.80, 2.00, 105.0
theta = np.radians(ANGLE)
COORDS = np.array([[0.0, 0.0, 0.0], [R1, 0.0, 0.0],
                   [R2 * np.cos(theta), R2 * np.sin(theta), 0.0]])


def build(coords, basis):
    mol = gto.M(atom=[(s, tuple(c)) for s, c in zip("OHH", coords)],
                unit="Bohr", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    return SimpleNamespace(
        mol=mol, mf=mf, S=mol.intor("int1e_ovlp"), h=np.array(mf.get_hcore()),
        eri=mol.intor("int2e"), r=mol.intor("int1e_r"),
        enuc=mol.energy_nuc(), nocc=mol.nelectron // 2)


def fock(system, D):
    J = np.einsum("pqrs,rs->pq", system.eri, D)
    K = np.einsum("prqs,rs->pq", system.eri, D)
    return system.h + J - 0.5 * K


def lowdin(C, S):
    w, V = np.linalg.eigh(C.T @ S @ C)
    return C @ (V / np.sqrt(w)) @ V.T


def state(system, Co, Cv):
    """Determinant with occupied span Co, in semicanonical orbitals."""
    S = system.S
    Co = lowdin(Co, S)
    Cv = lowdin(Cv - Co @ (Co.T @ S @ Cv), S)
    D = 2 * Co @ Co.T
    F = fock(system, D)
    energy = 0.5 * np.sum(D * (system.h + F)) + system.enuc
    eo, Uo = np.linalg.eigh(Co.T @ F @ Co)
    ev, Uv = np.linalg.eigh(Cv.T @ F @ Cv)
    Co, Cv = Co @ Uo, Cv @ Uv
    return SimpleNamespace(D=D, F=F, E=energy, Co=Co, Cv=Cv, eo=eo, ev=ev,
                           slope=4 * Cv.T @ F @ Co)


def roothaan(system, D, cycles=200):
    """Plain SCF iteration without damping or extrapolation."""
    F, history = fock(system, D), []
    for _ in range(cycles):
        _, C = eigh(F, system.S)
        st = state(system, C[:, :system.nocc], C[:, system.nocc:])
        F = st.F
        history.append(st)
    assert np.abs(history[-1].slope).max() < 1e-9
    return history


def force(system, st):
    grad = system.mf.nuc_grad_method()
    occ = np.r_[2 * np.ones(len(st.eo)), np.zeros(len(st.ev))]
    g = grad.grad_elec(np.r_[st.eo, st.ev], np.hstack([st.Co, st.Cv]), occ)
    return -(g + grad.grad_nuc()).ravel()


def dipole(system, st):
    nuclear = system.mol.atom_charges() @ system.mol.atom_coords()
    return nuclear - np.einsum("xpq,pq->x", system.r, st.D)


def mp2(system, st):
    v = np.einsum("pqrs,pi,qa,rj,sb->iajb", system.eri, st.Co, st.Cv,
                  st.Co, st.Cv, optimize=True)
    gap = st.eo[:, None] - st.ev[None, :]
    denom = gap[:, :, None, None] + gap[None, None, :, :]
    return np.sum(v * (2 * v - v.transpose(0, 3, 2, 1)) / denom)


def singles(st):
    return 2 * np.sum((st.slope / 4) ** 2 / (st.eo[None, :] - st.ev[:, None]))


def displaced(system, ref, T):
    return state(system, ref.Co + ref.Cv @ T, ref.Cv)


def exponents(system, ref, measure, directions):
    """Powers of |T| from rms errors at two sizes of orbital error."""
    base, rms = measure(system, ref), []
    for size in (1e-3, 1e-4):
        squares = []
        for u in directions:
            now = measure(system, displaced(system, ref, size * u))
            squares.append([np.sum((np.asarray(a) - b) ** 2)
                            for a, b in zip(now, base)])
        rms.append(np.sqrt(np.mean(squares, axis=0)))
    return np.log10(rms[0] / rms[1])


def random_directions(rng, count, shape):
    out = rng.normal(size=(count,) + shape)
    return [u / np.linalg.norm(u) for u in out]


# Converged reference and its SCF history
rng = np.random.default_rng(7)
water = build(COORDS, "6-31g")
history = roothaan(water, np.array(water.mf.get_init_guess(water.mol, "minao")))
ref = history[-1]
no, nv = len(ref.eo), len(ref.ev)
F0, mu0, c0 = force(water, ref), dipole(water, ref), mp2(water, ref)

# Orbital Hessian from integrals
C = np.hstack([ref.Co, ref.Cv])
mo = np.einsum("pqrs,pi,qj,rk,sl->ijkl", water.eri, C, C, C, C, optimize=True)
o, v = slice(0, no), slice(no, no + nv)
aibj = mo[v, o, v, o]
H = 4 * (4 * aibj - mo[v, v, o, o].transpose(0, 2, 1, 3)
         - aibj.transpose(0, 3, 2, 1)).reshape(no * nv, no * nv)
gaps = (ref.ev[:, None] - ref.eo[None, :]).ravel()
H = H + 4 * np.diag(gaps)
hmin = np.linalg.eigvalsh(H)[0]
assert hmin > 0
for u in random_directions(rng, 3, (nv, no)):
    s = 1e-3
    second = (displaced(water, ref, s * u).E + displaced(water, ref, -s * u).E
              - 2 * ref.E) / s**2
    assert abs(second / (u.ravel() @ H @ u.ravel()) - 1) < 1e-3


# Slopes of force, dipole and MP2 energy with respect to T
def properties(system, st):
    return np.r_[force(system, st), dipole(system, st), mp2(system, st)]


slopes, step = np.zeros((13, no * nv)), 1e-3
for k in range(no * nv):
    T = np.zeros(no * nv)
    T[k] = step
    T = T.reshape(nv, no)
    slopes[:, k] = (properties(water, displaced(water, ref, T))
                    - properties(water, displaced(water, ref, -T))) / (2 * step)
r_vo = np.einsum("xpq,pa,qi->xai", water.r, ref.Cv, ref.Co).reshape(3, -1)
assert np.allclose(slopes[9:12], -4 * r_vo, atol=1e-4)
blocks = {"force": slice(0, 9), "dipole": slice(9, 12), "mp2": slice(12, 13)}
chi = {n: slopes[b] @ np.linalg.solve(H, slopes[b].T) for n, b in blocks.items()}
top = {n: np.linalg.eigvalsh(m)[-1] for n, m in chi.items()}

# Dipole response constant equals the finite-field polarizability
field, mus = 1e-3, []
for sign in (1, -1):
    in_field = SimpleNamespace(**vars(water))
    in_field.h = water.h + sign * field * water.r[1]
    mus.append(dipole(water, roothaan(in_field, ref.D)[-1]))
alpha_column = (mus[0] - mus[1]) / (2 * field)
assert np.allclose(alpha_column, chi["dipole"][:, 1], atol=2e-3)

# Force response constant equals fixed-orbital minus relaxed force constant;
# force formula equals an energy derivative even for unconverged orbitals
q, dx = 3, 1e-3
T_test = 0.05 * random_directions(rng, 1, (nv, no))[0]
fixed, relaxed, energies = [], [], []
for sign in (1, -1):
    moved = COORDS.copy().ravel()
    moved[q] += sign * dx
    near = build(moved.reshape(3, 3), "6-31g")
    fixed.append(force(near, state(near, ref.Co, ref.Cv)))
    relaxed.append(force(near, roothaan(near, ref.D)[-1]))
    energies.append(displaced(near, ref, T_test).E)
k_fixed = -(fixed[0] - fixed[1]) / (2 * dx)
k_relaxed = -(relaxed[0] - relaxed[1]) / (2 * dx)
assert np.allclose(k_fixed - k_relaxed, chi["force"][:, q], atol=2e-4)
F_test = force(water, displaced(water, ref, T_test))
assert abs(F_test[q] + (energies[0] - energies[1]) / (2 * dx)) < 2e-5
net_force = np.abs(F_test.reshape(3, 3).sum(axis=0)).max()
assert net_force < 1e-7 and np.linalg.norm(F_test - F0) > 1e-3


# Powers of the orbital error
def measure_all(system, st):
    return [st.E, force(system, st), dipole(system, st), mp2(system, st),
            singles(st)]


powers = exponents(water, ref, measure_all, random_directions(rng, 10, (nv, no)))
assert np.allclose(powers, [2, 1, 1, 1, 2], atol=0.05)

# Full CI counterexample in a minimal basis
small = build(COORDS, "sto-3g")
ref_s = roothaan(small, np.array(small.mf.get_init_guess(small.mol, "minao")))[-1]


def full_ci(system, st):
    C = np.hstack([st.Co, st.Cv])
    h1 = np.ascontiguousarray(C.T @ system.h @ C)
    g2 = np.ascontiguousarray(np.einsum("pqrs,pi,qj,rk,sl->ijkl", system.eri,
                                        C, C, C, C, optimize=True))
    solver = fci.direct_spin1.FCI()
    solver.verbose, solver.conv_tol, solver.pspace_size = 0, 1e-13, 500
    e, _ = solver.kernel(h1, g2, C.shape[1], (system.nocc, system.nocc))
    return float(e) + system.enuc


def measure_small(system, st):
    return [full_ci(system, st) - st.E, mp2(system, st)]


dirs_s = random_directions(rng, 3, (len(ref_s.ev), len(ref_s.eo)))
powers_s = exponents(small, ref_s, measure_small, dirs_s)
assert np.allclose(powers_s, [2, 1], atol=0.05)
rotated = displaced(small, ref_s, 0.05 * dirs_s[0])
fci_shift = full_ci(small, rotated) - full_ci(small, ref_s)
hf_shift = rotated.E - ref_s.E
assert abs(fci_shift) < 1e-9 and hf_shift > 1e-4

# The bounds are attained for the least favourable orbital error
base, saturation = properties(water, ref), {}
for name, b in blocks.items():
    vec = np.linalg.eigh(chi[name])[1][:, -1]
    T = np.linalg.solve(H, slopes[b].T @ vec) * np.sqrt(2e-8 / top[name])
    st = displaced(water, ref, T.reshape(nv, no))
    err = np.linalg.norm((properties(water, st) - base)[b])
    saturation[name] = err / np.sqrt(2 * top[name] * (st.E - ref.E))
    assert abs(saturation[name] - 1) < 0.02

# Convergence factor of the plain iteration, and the bounds in a real SCF run
iteration = np.eye(no * nv) - (H / 4) / gaps[:, None]
rho = np.abs(np.linalg.eigvals(iteration)).max()
assert rho < 1
change_factor = rho**2 / (1 - rho**2)
rows, tested = [], 0
for n in range(1, len(history)):
    st = history[n]
    dE, change = st.E - ref.E, history[n - 1].E - st.E
    if not 1e-10 < dE < 1e-1:
        continue
    dF = np.linalg.norm(force(water, st) - F0)
    dmu = np.linalg.norm(dipole(water, st) - mu0)
    dc = abs(mp2(water, st) - c0)
    rows.append((n + 1, dE, change, dF, np.sqrt(2 * top["force"] * dE), dmu, dc))
    if dE < 1e-5:       # leading-order bounds: 5 % allowance for higher orders
        tested += 1
        assert dF <= 1.05 * np.sqrt(2 * top["force"] * dE)
        assert dmu <= 1.05 * np.sqrt(2 * top["dipole"] * dE)
        assert dc <= 1.05 * np.sqrt(2 * top["mp2"] * dE)
        assert dE <= 1.05 * change_factor * change
        assert dE <= 1.05 * np.sum(st.slope**2) / (2 * hmin)
assert tested >= 3

to_eVA = (physical_constants["Hartree energy in eV"][0]
          / (physical_constants["Bohr radius"][0] * 1e10))
print(f"O-H distances {R1:.2f}, {R2:.2f} bohr; angle {ANGLE:.1f} degrees")
print(f"6-31G functions {no + nv}, occupied {no}, virtual {nv}")
print(f"RHF energy {ref.E:.8f} hartree")
print(f"MP2 correlation energy {c0:.8f} hartree")
print(f"dipole norm {np.linalg.norm(mu0):.5f} e bohr")
print(f"force norm, all 9 components {np.linalg.norm(F0):.5f} hartree/bohr")
print("Measured power of orbital error (rms, 10 random directions):")
for label, p in zip(("RHF energy", "force", "dipole", "MP2 doubles",
                     "MP2 singles term"), powers):
    print(f"  {label}: {p:.3f}")
print(f"STO-3G powers: full-CI correlation {powers_s[0]:.3f}, MP2 {powers_s[1]:.3f}")
print(f"STO-3G rotated orbitals: RHF shift {hf_shift:.3e} hartree")
print(f"  full-CI total shift {fci_shift:.1e} hartree")
print(f"lowest orbital-Hessian eigenvalue {hmin:.4f} hartree")
print("Force constant, H atom at 1.80 bohr, along its bond (hartree/bohr^2):")
print(f"  fixed coefficients {k_fixed[q]:.5f}, relaxed {k_relaxed[q]:.5f}")
print(f"  difference {k_fixed[q] - k_relaxed[q]:.5f}, "
      f"from g.H^-1.g {chi['force'][q, q]:.5f}")
print(f"polarizability yy: finite field {alpha_column[1]:.4f}, "
      f"g.H^-1.g {chi['dipole'][1, 1]:.4f} bohr^3")
print(f"largest force response k {top['force']:.5f} hartree/bohr^2")
print(f"largest polarizability {top['dipole']:.4f} bohr^3")
print(f"MP2 response constant {top['mp2']:.6f} hartree")
print("Actual error / bound in worst direction: "
      + ", ".join(f"{n} {x:.4f}" for n, x in saturation.items()))
print(f"net force at unconverged orbitals {net_force:.1e} hartree/bohr")
print(f"Roothaan factor rho {rho:.4f}; rho^2/(1-rho^2) {change_factor:.4f}")
print("SCF run (a.u.): cycle, E error, E change, force error,")
print("  force bound, dipole error, MP2 error")
for row in rows[::int(np.ceil(len(rows) / 10))]:
    print(f"  {row[0]:3d} " + " ".join(f"{x:.2e}" for x in row[1:]))
print("Worst case: E error (hartree), force (hartree/bohr), force (eV/angstrom),")
print("  dipole (e bohr), MP2 (hartree)")
for dE in (1e-6, 1e-8, 1e-10):
    f, m, c = (np.sqrt(2 * top[n] * dE) for n in ("force", "dipole", "mp2"))
    print(f"  {dE:.0e} {f:.2e} {f * to_eVA:.2e} {m:.2e} {c:.2e}")
print("Force tolerance (hartree/bohr), E error allowed, E change allowed (hartree):")
for f in (1e-3, 1e-4, 1e-5):
    allowed = f**2 / (2 * top["force"])
    print(f"  {f:.0e} {allowed:.2e} {allowed / change_factor:.2e}")
print("all assertions hold")
```

Output:

```
O-H distances 1.80, 2.00 bohr; angle 105.0 degrees
6-31G functions 13, occupied 5, virtual 8
RHF energy -75.97527638 hartree
MP2 correlation energy -0.13307576 hartree
dipole norm 1.03696 e bohr
force norm, all 9 components 0.11945 hartree/bohr
Measured power of orbital error (rms, 10 random directions):
  RHF energy: 2.000
  force: 1.002
  dipole: 1.000
  MP2 doubles: 0.999
  MP2 singles term: 2.000
STO-3G powers: full-CI correlation 2.000, MP2 1.001
STO-3G rotated orbitals: RHF shift 4.711e-02 hartree
  full-CI total shift 2.8e-14 hartree
lowest orbital-Hessian eigenvalue 1.3266 hartree
Force constant, H atom at 1.80 bohr, along its bond (hartree/bohr^2):
  fixed coefficients 0.80750, relaxed 0.58253
  difference 0.22497, from g.H^-1.g 0.22497
polarizability yy: finite field 6.8352, g.H^-1.g 6.8351 bohr^3
largest force response k 0.51477 hartree/bohr^2
largest polarizability 8.0959 bohr^3
MP2 response constant 0.001957 hartree
Actual error / bound in worst direction: force 1.0000, dipole 1.0000, mp2 1.0000
net force at unconverged orbitals 3.3e-15 hartree/bohr
Roothaan factor rho 0.6177; rho^2/(1-rho^2) 0.6168
SCF run (a.u.): cycle, E error, E change, force error,
  force bound, dipole error, MP2 error
    2 1.10e-02 2.95e-02 3.94e-02 1.07e-01 3.75e-02 1.10e-03
    4 1.52e-03 2.50e-03 1.37e-02 3.96e-02 2.80e-02 4.06e-04
    6 2.21e-04 3.58e-04 5.41e-03 1.51e-02 1.19e-02 1.42e-04
    8 3.21e-05 5.20e-05 2.10e-03 5.75e-03 4.68e-03 5.20e-05
   10 4.67e-06 7.57e-06 8.07e-04 2.19e-03 1.81e-03 1.94e-05
   12 6.80e-07 1.10e-06 3.09e-04 8.37e-04 6.92e-04 7.34e-06
   14 9.89e-08 1.60e-07 1.18e-04 3.19e-04 2.65e-04 2.79e-06
   16 1.44e-08 2.33e-08 4.49e-05 1.22e-04 1.01e-04 1.06e-06
   18 2.10e-09 3.40e-09 1.71e-05 4.64e-05 3.85e-05 4.04e-07
   20 3.05e-10 4.94e-10 6.54e-06 1.77e-05 1.47e-05 1.54e-07
Worst case: E error (hartree), force (hartree/bohr), force (eV/angstrom),
  dipole (e bohr), MP2 (hartree)
  1e-06 1.01e-03 5.22e-02 4.02e-03 6.26e-05
  1e-08 1.01e-04 5.22e-03 4.02e-04 6.26e-06
  1e-10 1.01e-05 5.22e-04 4.02e-05 6.26e-07
Force tolerance (hartree/bohr), E error allowed, E change allowed (hartree):
  1e-03 9.71e-07 1.57e-06
  1e-04 9.71e-09 1.57e-08
  1e-05 9.71e-11 1.57e-10
all assertions hold
```
